# Most probable switching voltage of a memory cell under a voltage ramp, part 2

A resistive memory cell held at a constant voltage \(V\) switches after a random time with mean \(\tau(V)=\tau_0\,e^{-V/V_0}\) (the exponential law). Here \(V_0\) is the voltage that shortens the mean time by a factor \(e\), and \(\tau_0\) is the mean time extrapolated to zero voltage. The voltage rises as \(V=rt\) from \(V=0\), with \(r\) in V/s, and the first switching event is recorded. Switching has no memory, and its rate \(k=1/\tau\) follows the voltage without delay. A prime on \(k\) means \(d/dV\).

The probability \(S\) that the cell is still unswitched at voltage \(V\) obeys the survival law

\[
S(V)=\exp\left[-\frac1r\int_0^V k(V')\,dV'\right].
\]

For the exponential law, with \(a=V_0/(r\tau_0)\), this is

\[
S(V)=\exp\left[-a\left(e^{V/V_0}-1\right)\right].
\]

The density per volt is \(p=(k/r)S\). For any smooth rate law, an interior peak obeys \(k'/k=k/r\). For the exponential law the peak, which is the most probable switching voltage, is

\[
\boxed{V^*=V_0\ln\frac{r\tau_0}{V_0}},\qquad r\tau_0>V_0 .
\]

It rises by \(V_0\ln10\) per decade of ramp rate. With \(x=(V-V^*)/V_0\),

\[
p=\frac1{V_0}\exp(x+a-e^x).
\]

For \(a\ll1\), a fraction \(1/e\) is unswitched at the peak, the mean is \(V^*-\gamma V_0\) with \(\gamma=0.5772\), and the standard deviation is \(\pi V_0/\sqrt6\).

The symmetry of the first half is this: replacing \(\tau_0\) by \(\tau_0e^{c/V_0}\) moves the switching law, and with it the distribution, up by \(c\) in voltage, provided the starting point of the ramp does not matter.

The example is the SET operation of a filamentary HfO\(_2\) cell, in which a broken conducting filament is restored. Its rough parameters are \(V_0=40\) mV and \(\tau_0=10^5\) s at 300 K. At 1 V/s, \(a=4\times10^{-7}\), \(V^*=0.589\) V, the mean is 0.566 V and the standard deviation is 51 mV. At \(10^5\) V/s, \(V^*=1.050\) V. The slope is 92.1 mV per decade.

### A simulation of the random process

The process can also be followed event by event. One million cells were ramped at 1 V/s in steps of \(V_0/500=0.08\) mV. In each step every remaining cell switched with probability \(k\,\Delta V/r\), with \(k\) taken at the middle of the step. The mean was 0.566 V, the standard deviation 51.2 mV, and the fraction surviving at \(V^*\) was 0.367, against \(1/e=0.368\).

In a histogram with 4 mV bins the highest bin lay at 0.586 V, next to the bin that contains \(V^*\). The top is too flat for these counts to separate the two. Near the peak \(\ln(pV_0)\simeq-1-x^2/2\), so a displacement of one bin, \(x=0.1\), lowers the density by 0.5 %. A bin there holds about 37,000 events, whose counting error is also about 0.5 %. In measured data with far fewer cycles, a fit to the whole distribution locates the peak better than its highest bin, provided the fitted shape is right.

### What the low-voltage law does and does not affect

The condition \(k'/k=k/r\) contains the rate and its derivative at one voltage. The earlier history of the ramp multiplies \(p\) near the peak by a constant and so leaves the position of that local peak unchanged. The history could matter if it created another, higher peak or left hardly any cells to switch later.

In the example, the original law gives a switching probability below 0.30 V of

\[
1-S\simeq4\times10^{-7}\left(e^{7.5}-1\right)\simeq7\times10^{-4}.
\]

Reducing the rate below 0.30 V by a factor of \(10^6\) leaves the peak, found by numerical integration of the survival law, at 0.589 V. The parameter \(\tau_0\) is therefore an extrapolated prefactor. Its value of \(10^5\) s, about 28 hours, must not be read as a retention time. A cell that keeps its state for years must depart from this exponential law at low voltage, and the ramp peak does not reveal how.

### Slope for a rate that is not purely exponential

Let \(f(V)=\ln k(V)\). Then \(k'/k=f'\), and the peak condition becomes \(e^f=rf'\), or

\[
\ln r=f(V^*)-\ln f'(V^*).
\]

Differentiating with respect to \(V^*\) and inverting,

\[
\frac{dV^*}{d\ln r}=\frac{1}{f'-f''/f'} .
\]

For the exponential law \(f'=1/V_0\) and \(f''=0\), which returns \(V_0\). If \(f'\) varies slowly, the slope measures a local \(1/f'\) at the switching voltage. A straight line over a few decades of ramp rate is consistent with the exponential law over the corresponding voltages, but does not prove it. Since \(k=1/\tau\), the peak condition can also be written \(-d\tau/dV=1/r\). Adding a constant time to \(\tau_0e^{-V/V_0}\) therefore leaves the peak voltages unchanged, although the rate then levels off at high voltage. Peak positions alone cannot reveal such a constant. Measurements of the mean switching time at constant voltage can, and the mean and width of the ramp distribution also respond to it: in the example at 1 V/s, a constant of 40 ms raises the standard deviation from 51 to 73 mV.

### Ambient temperature

To estimate the effect of temperature, suppose that switching is thermally activated over a barrier lowered linearly by the voltage:

\[
k=\frac1{\tau_a}\exp\left[-\frac{E_b-\alpha V}{k_BT}\right].
\]

Here \(\tau_a\) is an attempt time, \(E_b\) the barrier at zero voltage and \(\alpha\) the barrier lowering per volt. Comparison with the exponential law gives

\[
V_0(T)=\frac{k_BT}{\alpha},\qquad \tau_0(T)=\tau_a\,e^{E_b/k_BT}.
\]

Choosing \(\tau_a=10^{-13}\) s and matching the example at 300 K fixes \(E_b=1.071\) eV and \(\alpha=0.646\) eV/V. With these held fixed, raising the ambient temperature to 358 K (85 °C) gives \(V_0=47.7\) mV and \(\tau_0=121\) s. At 1 V/s,

\[
V^*=0.0477\,\ln\frac{121}{0.0477}\simeq0.374\ \text{V}.
\]

The peak falls by 215 mV, more than two decades of ramp rate would move it at 300 K. The size depends on the chosen attempt time: matching the same example with \(\tau_a=10^{-12}\) s gives 197 mV, and with \(10^{-9}\) s only 144 mV. To trace this, insert \(V_0(T)\) and \(\tau_0(T)\) into the peak formula:

\[
V^*(T)=\frac1\alpha\left[E_b+k_BT\ln\frac{r\tau_a}{V_0(T)}\right].
\]

Because \(V_0\propto T\), the derivative of the logarithm is \(-1/T\), and

\[
\frac{dV^*}{dT}=\frac{k_B}{\alpha}\left[\ln\frac{r\tau_a}{V_0(T)}-1\right].
\]

At 300 K and 1 V/s the logarithm is \(\ln(10^{-13}/0.040)=-26.7\), and \(k_B/\alpha=V_0/T=0.133\) mV/K. The derivative is \(-3.7\) mV/K. Over 58 K this gives about \(-214\) mV, close to the full result.

### Heating by the current before switching

The current through the unswitched cell warms it. Take an ohmic resistance of 100 kΩ and a thermal resistance of 5 K/µW, both rough, and assume that the temperature follows the power at once:

\[
T(V)=300\ \text{K}+bV^2,\qquad
b=\frac{5\times10^6\ \text{K/W}}{10^5\ \Omega}=50\ \text{K/V}^2 .
\]

Numerical integration of the survival law with this temperature gives, at 1 V/s, a peak at 0.542 V, where the cell is 14.7 K warmer. This is 47 mV below the isothermal value. At \(10^5\) V/s the peak is at 0.958 V, the temperature rise is 45.9 K, and the shift is \(-92\) mV. The unswitched state of a real cell usually conducts more than ohmically at these voltages. With a current proportional to \(\sinh(V/0.4\ \text{V})\) and the same low-voltage resistance, the two shifts become \(-58\) and \(-156\) mV. The slopes discussed next refer to the ohmic case only.

The local slopes are 80.9 and 87.7 mV per decade, both below the isothermal 92.1. That the slower ramp, with less heating, has the larger change of slope can be traced through \(f\). With \(B=E_b-\alpha V\),

\[
f'=\frac{\alpha}{k_BT}+\frac{B\,T'}{k_BT^2},
\]

\[
f''=\frac{B\,T''-2\alpha T'}{k_BT^2}-\frac{2B\,T'^2}{k_BT^3}.
\]

The first term of \(f'\) is the direct action of voltage, weakened in a warmer cell. The second is the acceleration by rising temperature. Without heating, \(f'=1/V_0=25\ \text{V}^{-1}\).

- At 1 V/s, \(f'=23.8+4.6=28.4\ \text{V}^{-1}\) and \(f''\simeq-1.3\ \text{V}^{-2}\). The slope formula gives 35.1 mV per factor \(e\), or 81 mV per decade.
- At \(10^5\) V/s, \(f'=21.7+4.2=25.9\ \text{V}^{-1}\) and \(f''\simeq-10\ \text{V}^{-2}\). This gives 38.1 mV per factor \(e\), or 88 mV per decade.

At the faster ramp the heating term is about the same, but the direct term is weaker. The two changes then nearly cancel in the slope, while the shift of the peak remains large.

If \(V_0\) and \(\tau_0\) are fitted to data that already contain heating, much of the shift is absorbed in them. A straight line through the heated peak at 1 V/s with its local slope predicts \(0.542+5\times0.0809=0.947\) V at \(10^5\) V/s. With unrounded values this misses the heated result by 11.5 mV, far less than the 92 mV shift from the isothermal law.

### Variation from cycle to cycle

The filament differs after each reset, so neither \(\tau_0\) nor \(V_0\) need repeat. A different gap, for instance, changes the field per volt and with it \(V_0\). Take the simpler case in which only the prefactor varies, and write it as \(\tau_0e^{U/V_0}\), where \(U\) is random. By the symmetry of the first half, each cycle's distribution moves by \(U\). For \(a\ll1\) the observed voltage is then the sum of two independent parts, the switching voltage at fixed \(\tau_0\) and \(U\), and their variances add. For a Gaussian \(U\) of zero mean and standard deviation 50 mV,

\[
\sigma_{\rm total}=\sqrt{51.3^2+50^2}\ \text{mV}=71.6\ \text{mV}.
\]

Averaging the density numerically over \(U\) puts the peak at 0.577 V, 12 mV below \(V^*\). The direction can be understood from the averaged density

\[
q(V)\propto\int p(W)\,e^{-(V-W)^2/2\sigma_U^2}\,dW .
\]

Setting \(q'(V)=0\) gives \(\int(V-W)\,p(W)\,e^{-(V-W)^2/2\sigma_U^2}\,dW=0\). The new peak is the average of \(W\) weighted by \(p(W)\) and a Gaussian centred on that peak. For a very narrow Gaussian this is \(V^*\), and for a very broad one it is the mean, 23 mV lower. The example lies between.

If the distribution of \(U\) does not depend on ramp rate, all peaks move equally and the slope stays at 92.1 mV per decade. A small change \(\delta V_0\) at fixed \(\tau_0\) would instead move a cycle's peak by about \(\delta V_0\,[\ln(r\tau_0/V_0)-1]\), so a spread in \(V_0\) has a larger effect at faster ramps. The width then grows with ramp rate: a Gaussian spread of 3.6 mV in \(V_0\) gives a standard deviation of 70 mV at 1 V/s and 104 mV at \(10^5\) V/s. The unchanged slope has been shown only for a varying prefactor. In that case the width is a less safe measure of \(V_0\) than the slope. For the 50 mV spread in \(U\), reading \(V_0\) from the width by \(\sqrt6\,\sigma_{\rm total}/\pi\) gives 56 mV instead of 40 mV, an error of 40 %.

### Extracting the parameters

Two peak voltages at ramp rates \(r_1\) and \(r_2\), measured at the same ambient temperature, give

\[
V_0=\frac{V_2^*-V_1^*}{\ln(r_2/r_1)},\qquad
\tau_0=\frac{V_0}{r_1}\,e^{V_1^*/V_0}.
\]

The prefactor is sensitive to the slope. Taking the logarithm of the second formula and varying \(V_0\) at fixed \(V_1^*\),

\[
\delta\ln\tau_0=\left(1-\frac{V_1^*}{V_0}\right)\frac{\delta V_0}{V_0}.
\]

With \(V_1^*/V_0=14.7\), a slope 1 % too large lowers \(\ln\tau_0\) by about 0.14, which makes \(\tau_0\) about 13 % too small. Near \(V_1^*\) the errors of the two parameters largely compensate: at \(V_1^*\) itself the mean time \(\tau\) is only 1 % too large. The error vanishes about one \(V_0\) below \(V_1^*\) and grows in size in both directions from there. It is about 3 % at the peak for a ramp one decade faster, and 13 % at the peak for a ramp five decades faster.

### Circuit, reverse motion and film field

A series resistance of 1 kΩ takes 1 % of the voltage across the 100 kΩ cell, so the source must supply 5.9 mV more at the peak when the cell voltage itself rises at 1 V/s. With a cell capacitance of 1 pF, the voltage lag is about \(rR_sC\), or 0.1 mV at \(10^5\) V/s. If backward and forward hops are equally frequent at zero voltage, and the voltage slows the backward hops by the same factor by which it accelerates the forward ones, the ratio of backward to forward hops at the 1 V/s peak is \(e^{-2V^*/V_0}=1.6\times10^{-13}\). This estimate concerns hops before the filament closes, not a later RESET.

Across a 5 nm film, \(V^*\) corresponds to an average field of 1.2 MV/cm at 1 V/s and 2.1 MV/cm at \(10^5\) V/s. Both averages are below a rough breakdown field of 5 MV/cm. In a cell with a broken filament, however, most of the voltage falls across the gap. If all of it fell across a gap of 1 nm, the fields would be 5.9 and 10.5 MV/cm, above that value. The film average therefore does not show that the gap is safe from breakdown.

### The model beside real cells

A SET voltage of roughly half a volt to one volt in a slow sweep is typical of filamentary HfO\(_2\) cells, and the example lies in that range. The value of \(\tau_0\) is far shorter than the retention expected of a nonvolatile memory, for the reason given above. Real cells break the assumption of one fixed temperature and one fixed \(\tau_0\). For the example's numbers at 1 V/s, heating moves the peak by \(-47\) mV, a 50 mV cycle spread by \(-12\) mV, and operation at 358 K by \(-215\) mV. These figures depend on the assumed values: the first on the resistances and the barrier, the second on the size of the spread, and the third on the attempt time, which sets the barrier. A voltage margin taken from ramp tests should therefore refer to the temperature of use and to the measured spread, and not rest on the isothermal \(V^*\) alone. It must also allow for the total time under voltage. If the exponential law still holds at 0.30 V, a ramp at 1 V/s and 300 K switches only 0.07 % of the example's cells by that voltage, but holding 0.30 V for one minute switches 66 %.
